**Picture-change-corrected Kohn-Sham matrix in X2C, tested on the krypton atom**

For a closed-shell system and fixed X and R, the derivative of the Hartree plus exchange-correlation energy with respect to the two-component density matrix is F_v = R†(V_LL + X†V_SS X)R. Here V_LL and V_SS are the matrices of the potential in the large- and small-component basis functions, X gives the small-component coefficients from the large ones, and R restores the normalization. The program builds V_SS on a grid from basis-function gradients and asserts that it agrees with analytic integrals for a constant potential and for the nuclear attraction. It asserts that the exchange-correlation part of the matrix matches finite differences of the energy for LDA and PBE, and that the PBE match is lost when the second-derivative terms are dropped from V_SS. It also asserts that X2C with X from the four-component matrix reproduces the four-component energies, that the total energy is stationary in X there, and that dropping the spin part of V_SS restores most of the uncorrected error in the 2p splitting. With X from the bare nucleus, the output shows a total-energy deviation from the four-component result of −0.0115 eV with the correction and 18.2 eV without it. The 2p splitting is 53.61 eV in the four-component and corrected calculations and 56.35 eV in the uncorrected one.

## Verification by program

```python
"""Picture-change-corrected Kohn-Sham matrix in exact two-component (X2C) theory.

Result under test, for a closed-shell system and fixed X, R:
    F_v = R^dagger (V_LL + X^dagger V_SS X) R
is the derivative of the density-functional energy with respect to the
two-component density matrix, when the density contains large and small parts.
  V_LL : matrix of the potential v in the basis functions chi
  V_SS : matrix of v in the small-component functions (sigma.p) chi / (2c),
         computed on a grid from the gradients of chi
  X    : small-component coefficients = X times large-component coefficients
  R    : renormalization, large-component coefficients = R times 2c coefficients
Algebra in atomic units; printed energies in eV and lengths in angstrom.
Example: krypton atom, point nucleus, LDA, Coulomb interaction only.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto
from pyscf.dft import libxc

c = 1.0 / constants.fine_structure
EV = constants.physical_constants['Hartree energy in eV'][0]
ANG = constants.physical_constants['Bohr radius'][0] * 1e10

# ---------------------------------------------------------------- basis set
Z = 36
n_el = 36
smallest, ratio = 0.3, 2.8                      # exponents in angstrom^-2
shell_ranges = {0: range(0, 16), 1: range(0, 12), 2: range(1, 9)}
basis = [[l, [float(smallest * ratio**k * ANG**2), 1.0]]
         for l, ks in shell_ranges.items() for k in ks]
mol = gto.M(atom='Kr 0 0 0', basis={'Kr': basis}, verbose=0)
n = mol.nao_nr()
n2 = 2 * n

# ------------------------------------------- grid: logarithmic radius x sphere
n_r = 150
t, wt = np.polynomial.legendre.leggauss(n_r)
x_lo, x_hi = np.log(1e-6), np.log(14.0)
half = 0.5 * (x_hi - x_lo)
r = np.exp(x_lo + half * (t + 1))
w_x = half * wt
volume = 4 * np.pi * w_x * r**3                 # radial volume weights
ct, wct = np.polynomial.legendre.leggauss(4)
phi = 2 * np.pi * (np.arange(7) + 0.3) / 7
st = np.sqrt(1 - ct**2)
directions = np.array([[s * np.cos(p), s * np.sin(p), z]
                       for s, z in zip(st, ct) for p in phi])
w_ang = np.repeat(wct * 2 * np.pi / 7, 7)
n_ang = len(w_ang)
coords = (r[:, None, None] * directions[None]).reshape(-1, 3)
w3 = ((w_x * r**3)[:, None] * w_ang[None]).ravel()
n_g = len(w3)

ao = mol.eval_gto('GTOval_sph_deriv2', coords)
val = np.ascontiguousarray(ao[0])                              # (grid, n)
grad = np.ascontiguousarray(ao[1:4].transpose(1, 0, 2))        # (grid, 3, n)
second = np.array([[4, 5, 6], [5, 7, 8], [6, 8, 9]])
hess = np.ascontiguousarray(ao[second].transpose(2, 0, 1, 3))  # (grid, 3, 3, n)
ray_val, ray_grad = val[::n_ang].copy(), grad[::n_ang].copy()  # one direction

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
pauli_products = np.einsum('ist,jtu->ijsu', pauli, pauli)
one = np.eye(2)


def dagger(a):
    return a.conj().T


def large_block(left, right):
    return np.kron(one, left.T @ right)


def small_block(left, right):
    """Sum over i,j of sigma_i sigma_j left_i^T right_j, divided by 4c^2."""
    m = left.reshape(n_g, -1).T @ right.reshape(n_g, -1)
    m = m.reshape(3, n, 3, n)
    full = np.einsum('ijsu,injm->snum', pauli_products, m)
    return full.reshape(n2, n2) / (4 * c**2)


def potential_blocks(v_radial):
    wv = w3 * np.repeat(v_radial, n_ang)
    return (large_block(wv[:, None] * val, val),
            small_block(wv[:, None, None] * grad, grad))


def amplitudes(CL, CS, f, df):
    """Large and small two-spinors of orbitals on the grid: (spin, grid, orb)."""
    g = f.shape[0]
    large = np.stack([f @ CL[:n], f @ CL[n:]])
    flat = df.reshape(3 * g, n)
    d = np.stack([(flat @ CS[:n]).reshape(g, 3, -1),
                  (flat @ CS[n:]).reshape(g, 3, -1)])
    small = -1j * np.einsum('kst,tgkm->sgm', pauli, d) / (2 * c)
    return large, small


def density(a):
    return (np.abs(a)**2).sum(axis=(0, 2))


# ------------------------------------------------------- analytic integrals
S = np.kron(one, mol.intor('int1e_ovlp'))
T = np.kron(one, mol.intor('int1e_kin'))
V_nuc = np.kron(one, mol.intor('int1e_nuc'))
q = mol.intor('int1e_spnucsp', comp=4)
W_nuc = np.kron(one, q[3]) + sum(1j * np.kron(pauli[k], q[k]) for k in range(3))
W_nuc = W_nuc / (4 * c**2)


def scaled_error(a, b):
    d = np.sqrt(np.abs(np.diag(b)))
    return np.max(np.abs(a - b) / np.outer(d, d))


unit_LL, unit_SS = potential_blocks(np.ones(n_r))
err_S = scaled_error(unit_LL, S)
err_T = scaled_error(unit_SS, T / (2 * c**2))
err_W = scaled_error(potential_blocks(-Z / r)[1], W_nuc)
assert max(err_S, err_T, err_W) < 1e-6, (err_S, err_T, err_W)

# ------------------------------------- Hartree potential of a spherical density
P = np.polynomial.legendre.legvander(t, n_r)
k = np.arange(n_r)
integral_P = np.empty((n_r, n_r))
integral_P[:, 0] = t + 1
integral_P[:, 1:] = (P[:, 2:] - P[:, :-2]) / (2 * k[1:] + 1)
cumulative = half * (integral_P @ ((k + 0.5)[:, None] * P[:, :n_r].T)) * wt


def hartree(rho):
    inner = cumulative @ (4 * np.pi * r**3 * rho)
    g = 4 * np.pi * r**2 * rho
    return inner / r + w_x @ g - cumulative @ g


zeta = 10.0
v_test = hartree(zeta**3 / np.pi * np.exp(-2 * zeta * r))
exact = 1 - np.exp(-2 * zeta * r) * (1 + zeta * r)
assert np.max(np.abs(r * v_test - exact)) < 1e-7


def lda(rho):
    exc, vxc = libxc.eval_xc('lda,vwn', rho)[:2]
    return exc, vxc[0]


# ----------------------------------------------------- four-component solver
def power(a, p):
    e, u = eigh(a)
    return (u * e**p) @ dagger(u)


S_half, S_ihalf = power(S, 0.5), power(S, -0.5)
T_ihalf = np.sqrt(2) * c * power(T, -0.5)
coupling = S_ihalf @ T @ T_ihalf


def solve_dirac(LL, SS, n_states=n_el):
    h = np.block([[S_ihalf @ (V_nuc + LL) @ S_ihalf, coupling],
                  [dagger(coupling), T_ihalf @ (W_nuc + SS - T) @ T_ihalf]])
    eps, u = eigh(h, subset_by_index=[n2, n2 + n_states - 1])
    return eps, S_ihalf @ u[:n2], T_ihalf @ u[n2:]


# ------------------------------------------------------ two-component solvers
def renormalization(X):
    metric = S + dagger(X) @ T @ X / (2 * c**2)
    return S_ihalf @ power(S_ihalf @ metric @ S_ihalf, -0.5) @ S_half


def decouple(CL, CS):
    X = np.linalg.solve(CL.T, CS.T).T
    return X, renormalization(X)


def corrected(LL, SS, X, R):
    return dagger(R) @ (LL + dagger(X) @ SS @ X) @ R


def one_electron(X, R):
    TX = T @ X
    kinetic = dagger(R) @ (TX + dagger(TX) - dagger(X) @ TX) @ R
    return kinetic + corrected(V_nuc, W_nuc, X, R)


def lowest(F):
    eps, u = eigh(S_ihalf @ F @ S_ihalf, subset_by_index=[0, n_el - 1])
    return eps, S_ihalf @ u


def corrected_solver(X, R):
    h = one_electron(X, R)

    def solve(LL, SS):
        eps, C = lowest(h + corrected(LL, SS, X, R))
        CL = R @ C
        return eps, CL, X @ CL
    return solve


def uncorrected_solver(X, R):
    h = one_electron(X, R)

    def solve(LL, SS):
        eps, C = lowest(h + LL)
        return eps, C, np.zeros_like(C)
    return solve


def self_consistent(solve, v):
    """Fixed point of the electronic potential v(r), Anderson mixing."""
    weight = np.sqrt(w_x * r)
    vs, res_list = [], []
    for _ in range(70):
        eps, CL, CS = solve(*potential_blocks(v))
        large, small = amplitudes(CL, CS, ray_val, ray_grad)
        rho = density(large) + density(small)
        exc, vxc = lda(rho)
        vh = hartree(rho)
        res = vh + vxc - v
        energy = eps.sum() + volume @ (rho * (exc + vh / 2 - v))
        if np.linalg.norm(weight * res) < 5e-8:
            return dict(eps=eps, CL=CL, CS=CS, v=v, E=energy, rho=rho)
        vs.append(v)
        res_list.append(res)
        new = v + 0.5 * res
        if len(vs) > 1:
            dv = np.diff(np.array(vs[-8:]), axis=0).T
            dr = np.diff(np.array(res_list[-8:]), axis=0).T
            gamma = np.linalg.lstsq(weight[:, None] * dr, weight * res,
                                    rcond=1e-12)[0]
            new = new - (dv + 0.5 * dr) @ gamma
        v = new
    raise RuntimeError('self-consistency not reached')


# ---------------------------------------- bare nucleus: decoupling and exact test
eps_bare, CLb, CSb = solve_dirac(0.0, 0.0, n2)
X1, R1 = decouple(CLb, CSb)


def exact_dirac(shell, kappa):
    g = np.sqrt(kappa**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (shell - kappa + g))**2) - 1)


bare_split = eps_bare[6:10].mean() - eps_bare[2:6].mean()
bare_exact = exact_dirac(2, 2) - exact_dirac(2, 1)
assert abs(bare_split / bare_exact - 1) < 0.02, (bare_split, bare_exact)

# ------------------------------------------------------------ four calculations
y = 0.605 * r * Z**(1 / 3)
v_guess = (Z - 1) / r * y * (2 + y) / (1 + y)**2
plain = self_consistent(uncorrected_solver(X1, R1), v_guess)
pc = self_consistent(corrected_solver(X1, R1), plain['v'])
dirac = self_consistent(solve_dirac, pc['v'])
_, CLf, CSf = solve_dirac(*potential_blocks(dirac['v']), n2)
Xm, Rm = decouple(CLf, CSf)
mf = self_consistent(corrected_solver(Xm, Rm), plain['v'])

for run in (plain, pc, dirac, mf):
    assert abs(volume @ run['rho'] - n_el) < 1e-6
mf_eps_error = np.max(np.abs(mf['eps'] - dirac['eps']))
mf_E_error = abs(mf['E'] - dirac['E'])
assert mf_eps_error < 1e-6 and mf_E_error < 1e-6, (mf_eps_error, mf_E_error)
dev_pc = pc['eps'] - dirac['eps']
dev_plain = plain['eps'] - dirac['eps']
assert np.max(np.abs(dev_pc)) < 0.3 * np.max(np.abs(dev_plain))

# --------------------------------------- total energy is stationary in X at Xm
C_mf = np.linalg.solve(Rm, mf['CL'])


def energy_with(X):
    CL = renormalization(X) @ C_mf
    CS = X @ CL
    e1 = np.vdot(CL, V_nuc @ CL) + 2 * np.vdot(CL, T @ CS).real
    e1 = (e1 + np.vdot(CS, (W_nuc - T) @ CS)).real
    large, small = amplitudes(CL, CS, ray_val, ray_grad)
    rho = density(large) + density(small)
    return e1 + volume @ (rho * (lda(rho)[0] + hartree(rho) / 2))


E0, Ep, Em = (energy_with(Xm + s * (X1 - Xm)) for s in (0, 1, -1))
assert abs(E0 - dirac['E']) < 1e-5
odd_part, even_part = (Ep - Em) / 2, (Ep + Em) / 2 - E0
assert abs(odd_part) < 0.1 * abs(even_part), (odd_part, even_part)

# ----------------------- energy derivative: finite difference against the matrix
rng = np.random.default_rng(5)
h = rng.normal(size=(n_el, n_el)) + 1j * rng.normal(size=(n_el, n_el))
h = h + dagger(h)
h = 0.5 * np.eye(n_el) + 0.5 * h / np.linalg.norm(h, 2)
C_pc = np.linalg.solve(R1, pc['CL'])


def density_and_gradient(mix):
    CL, CS = pc['CL'] @ mix, pc['CS'] @ mix
    large, small = amplitudes(CL, CS, val, grad)
    out = [density(large) + density(small)]
    for a in range(3):
        dl, ds = amplitudes(CL, CS, grad[:, a], hess[:, a])
        out.append(2 * (large.conj() * dl + small.conj() * ds)
                   .real.sum(axis=(0, 2)))
    return np.array(out)


def xc_input(rho4, name):
    return rho4[0] if name.startswith('lda') else rho4


step = 1e-3
rho_0 = density_and_gradient(np.eye(n_el))
rho_p = density_and_gradient(np.linalg.cholesky(np.eye(n_el) + step * h))
rho_m = density_and_gradient(np.linalg.cholesky(np.eye(n_el) - step * h))
on_shells = rho_0[0].reshape(n_r, n_ang)
core = r < 5.0
assert np.max(np.abs(on_shells / on_shells[:, :1] - 1)[core]) < 1e-6

derivative = {}
for name in ('lda,vwn', 'pbe,pbe'):
    E_side = [w3 @ (d[0] * libxc.eval_xc(name, xc_input(d, name))[0])
              for d in (rho_p, rho_m)]
    numeric = (E_side[0] - E_side[1]) / (2 * step)
    vxc = libxc.eval_xc(name, xc_input(rho_0, name))[1]
    v_rho = vxc[0]
    v_sig = np.zeros(n_g) if name.startswith('lda') else vxc[1]
    f = 2 * v_sig * rho_0[1:]
    left = 0.5 * v_rho[:, None] * val
    left_d = 0.5 * v_rho[:, None, None] * grad
    SS_first = small_block(2 * w3[:, None, None] * left_d, grad)
    for a in range(3):
        left = left + f[a][:, None] * grad[:, a]
        left_d = left_d + f[a][:, None, None] * hess[:, a]
    LL = large_block(w3[:, None] * left, val)
    SS = small_block(w3[:, None, None] * left_d, grad)
    LL, SS = LL + dagger(LL), SS + dagger(SS)
    formula, first_only = (
        np.trace(h @ dagger(C_pc) @ corrected(LL, B, X1, R1) @ C_pc).real
        for B in (SS, SS_first))
    assert abs(formula - numeric) < 1e-6 * abs(numeric), (name, formula, numeric)
    derivative[name] = (numeric, formula, first_only)
num, form, first = derivative['pbe,pbe']
assert abs(first - num) > 100 * abs(form - num)

# -------------------------------- 1s repulsion parts and origin of the 2p error
LL, SS = potential_blocks(pc['v'])
c1, a1, b1 = C_pc[:, 0], pc['CL'][:, 0], pc['CS'][:, 0]
rep_plain = np.vdot(c1, LL @ c1).real
rep_L = np.vdot(a1, LL @ a1).real
rep_S = np.vdot(b1, SS @ b1).real
l1, s1 = amplitudes(pc['CL'][:, :1], pc['CS'][:, :1], ray_val, ray_grad)
direct = volume @ (pc['v'] * (density(l1) + density(s1)))
assert abs(direct - rep_L - rep_S) < 1e-5

SS_scalar = np.kron(one, 0.5 * (SS[:n, :n] + SS[n:, n:]))
eps_scalar = corrected_solver(X1, R1)(LL, SS_scalar)[0]


def split_2p(eps):
    return eps[6:10].mean() - eps[4:6].mean()


s4, sp, su, ss = (split_2p(e) for e in
                  (dirac['eps'], pc['eps'], plain['eps'], eps_scalar))
assert abs(ss - su) < 0.3 * abs(sp - su), (ss, su, sp)

large, small = amplitudes(dirac['CL'], dirac['CS'], ray_val, ray_grad)
rho_S = density(small)
N_S = volume @ rho_S
r_S = volume @ (r * rho_S) / N_S
r_all = volume @ (r * dirac['rho']) / n_el

# ------------------------------------------------------------------- output
print(f'Nuclear charge {Z}, electrons {n_el}')
print(f'Electron rest energy: {c**2 * EV:.1f} eV')
print(f'Smallest exponent: {smallest:.2f} angstrom^-2, ratio {ratio}')
for l, name in enumerate('spd'):
    ks = shell_ranges[l]
    print(f'{name} exponents: {len(ks)}, from {smallest * ratio**ks[0]:.3g}'
          f' to {smallest * ratio**ks[-1]:.3g} angstrom^-2')
print(f'Spatial basis functions: {n}; grid points: {n_g}')
print(f'Scaled grid error, overlap: {err_S:.1e}')
print(f'Scaled grid error, small block v=1: {err_T:.1e}')
print(f'Scaled grid error, small block v=-Z/r: {err_W:.1e}')
print(f'Bare-ion 2p splitting, basis: {bare_split * EV:.3f} eV')
print(f'Bare-ion 2p splitting, exact: {bare_exact * EV:.3f} eV')
print(f'Total energy, four-component: {dirac["E"] * EV:.3f} eV'
      f' = {dirac["E"]:.5f} hartree')
print(f'Total energy error, X from 4c matrix: {mf_E_error * EV:.1e} eV')
print(f'Largest orbital error, X from 4c matrix: {mf_eps_error * EV:.1e} eV')
print(f'Total energy deviation, corrected: {(pc["E"] - dirac["E"]) * EV:.4f} eV')
print('Total energy deviation, uncorrected: '
      f'{(plain["E"] - dirac["E"]) * EV:.4f} eV')
print(f'Energy change with X, odd part: {odd_part * EV:.6f} eV')
print(f'Energy change with X, even part: {even_part * EV:.6f} eV')
print('Orbital: 4c energy, corrected dev., uncorrected dev. (all eV)')
starts = {'1s1/2': 0, '2s1/2': 2, '2p1/2': 4, '2p3/2': 6, '3s1/2': 10,
          '3p1/2': 12, '3p3/2': 14, '3d3/2': 18, '3d5/2': 22, '4s1/2': 28,
          '4p1/2': 30, '4p3/2': 32}
for label, i in starts.items():
    print(f'{label}: {dirac["eps"][i] * EV:.3f}, {dev_pc[i] * EV:.4f}, '
          f'{dev_plain[i] * EV:.4f}')
print(f'2p splitting, four-component: {s4 * EV:.4f} eV')
print(f'2p splitting, corrected: {sp * EV:.4f} eV')
print(f'2p splitting, uncorrected: {su * EV:.4f} eV')
print(f'2p splitting, scalar part of V_SS only: {ss * EV:.4f} eV')
print(f'1s electronic potential, untransformed: {rep_plain * EV:.3f} eV')
print(f'1s electronic potential, large part: {rep_L * EV:.3f} eV')
print(f'1s electronic potential, small part: {rep_S * EV:.3f} eV')
print(f'1s electronic potential, corrected sum: {(rep_L + rep_S) * EV:.3f} eV')
print(f'Electrons in small-component density: {N_S:.5f}')
print(f'Mean radius, small-component density: {r_S * ANG:.5f} angstrom')
print(f'Mean radius, total density: {r_all * ANG:.5f} angstrom')
for name, label in (('lda,vwn', 'LDA'), ('pbe,pbe', 'PBE')):
    numeric, formula, _ = derivative[name]
    print(f'{label} derivative, finite difference: {numeric * EV:.5f} eV')
    print(f'{label} derivative, matrix formula: {formula * EV:.5f} eV')
print(f'PBE derivative, no second derivatives in V_SS: {first * EV:.5f} eV')
print('ALL CHECKS PASSED')
```

It prints:

```
Nuclear charge 36, electrons 36
Electron rest energy: 510999.0 eV
Smallest exponent: 0.30 angstrom^-2, ratio 2.8
s exponents: 16, from 0.3 to 1.53e+06 angstrom^-2
p exponents: 12, from 0.3 to 2.49e+04 angstrom^-2
d exponents: 8, from 0.84 to 1.13e+03 angstrom^-2
Spatial basis functions: 92; grid points: 4200
Scaled grid error, overlap: 5.6e-10
Scaled grid error, small block v=1: 6.0e-10
Scaled grid error, small block v=-Z/r: 1.4e-08
Bare-ion 2p splitting, basis: 79.270 eV
Bare-ion 2p splitting, exact: 79.496 eV
Total energy, four-component: -75833.228 eV = -2786.81974 hartree
Total energy error, X from 4c matrix: 1.1e-08 eV
Largest orbital error, X from 4c matrix: 1.7e-06 eV
Total energy deviation, corrected: -0.0115 eV
Total energy deviation, uncorrected: 18.2043 eV
Energy change with X, odd part: 0.000000 eV
Energy change with X, even part: -0.011538 eV
Orbital: 4c energy, corrected dev., uncorrected dev. (all eV)
1s1/2: -14129.867, -0.0089, 12.9626
2s1/2: -1860.917, -0.0011, 1.2109
2p1/2: -1683.316, -0.0014, -0.9303
2p3/2: -1629.707, -0.0013, 1.8133
3s1/2: -262.959, -0.0001, 0.1492
3p1/2: -200.214, -0.0001, -0.2177
3p3/2: -192.308, -0.0001, 0.2313
3d3/2: -82.584, -0.0000, -0.2837
3d5/2: -81.280, -0.0000, 0.1593
4s1/2: -23.222, -0.0000, 0.0094
4p1/2: -9.835, -0.0000, -0.0271
4p3/2: -9.184, -0.0000, 0.0136
2p splitting, four-component: 53.6091 eV
2p splitting, corrected: 53.6092 eV
2p splitting, uncorrected: 56.3528 eV
2p splitting, scalar part of V_SS only: 56.3941 eV
1s electronic potential, untransformed: 3817.629 eV
1s electronic potential, large part: 3746.650 eV
1s electronic potential, small part: 65.018 eV
1s electronic potential, corrected sum: 3811.668 eV
Electrons in small-component density: 0.07414
Mean radius, small-component density: 0.06226 angstrom
Mean radius, total density: 0.38356 angstrom
LDA derivative, finite difference: -1700.35701 eV
LDA derivative, matrix formula: -1700.35703 eV
PBE derivative, finite difference: -1730.43525 eV
PBE derivative, matrix formula: -1730.43526 eV
PBE derivative, no second derivatives in V_SS: -1729.26803 eV
ALL CHECKS PASSED
```
